Symmetry settings in domain-wall relaxation: Ising saddle or Bloch minimum

**What goes wrong**

Relax a ferroelectric 180° wall from a start in which the polarization merely shrinks, passes through zero and grows again with opposite sign. The forces fall below the threshold and the run reports convergence. The structure may still be a saddle point: a small polarization along the third direction, absent from the start, would lower the energy. Symmetry has kept the corresponding force at zero.

Three choices decide whether this is noticed: whether the symmetry of the starting structure is kept or released, which optimizer is used, and whether the second derivatives are checked. This guide analyses them in a continuum model of the wall. The model replaces the electronic-structure energy by a polynomial, so its numbers illustrate the logic and do not predict a particular material.

**The model and its units**

Let X be the distance along the wall normal. Both polarization components lie in the wall plane: P₀p reverses across the wall, and P₀q is the Bloch component. Since neither points along X and both depend on X alone, the wall carries no bound charge. The energy per area, in reduced units, is

F = ∫ [½p'² + ½κq'² + W(p,q)] dx,

W = ¼(p² − 1)² + ½(gp² − r)q² + ¼bq⁴ + (c/6)q⁶.

A prime means d/dx. The far conditions are p → ±1 and q → 0 as x → ±∞. If the dimensional energy density is aP₀²W plus ½G(dP/dX)² for the switching component, putting X = ℓx turns the latter into (GP₀²/ℓ²)½p'². The two prefactors agree when

ℓ = √(G/a), energy unit per area = aP₀²ℓ = P₀²√(aG).

The wall normal and the two polarization components lie along orthogonal crystal axes, and W is even in p and in q. In-plane strain is uniform and the wall normal is free of traction, so strain can be eliminated point by point; with electrostriction quadratic in polarization, this changes the coefficients of W. That is why r need not equal 1 even when the parent crystal is cubic. Cubic symmetry would, however, fix κ = 1 and, in a fourth-order polynomial, b = 1. Here κ, b and c are left free, as a parent crystal of lower symmetry allows, so that the different cases can be shown. Flexoelectricity and variation along the wall are left out.

The two domains must be the lowest uniform states, W > 0 elsewhere. Stability of a domain against q requires g > r, because W_qq = g − r at p = ±1, q = 0. For c = 0 and positive r and b, the minimum of W on the line p = 0 is ¼ − r²/(4b), so r² < b is also necessary.

**Why a symmetric run stays symmetric**

The first variation is

δF = ∫ [p'δp' + κq'δq' + W_p δp + W_q δq] dx.

Integrating the gradient terms by parts, with δp and δq zero at the ends, gives the wall equations

p'' = p³ − p + gpq²,
κq'' = (gp² − r)q + bq³ + cq⁵.

Every term of the second equation contains q. If q = 0, the force on q is zero and gradient descent cannot create it. Newton's method cannot either: the mixed derivative W_pq = 2gpq vanishes, and the correction δq obeys

[−κd²/dx² + gp² − r]δq = 0,

whose solution is δq = 0 unless the operator happens to be singular. Dropping the symmetry constraint without displacing the structure therefore changes nothing, apart from rounding noise.

Multiply the wall equations by p' and q' and add. The result is d(½p'² + ½κq'²)/dx = dW/dx. Both sides vanish far away, hence

½p'² + ½κq'² = W.

For q = 0 this gives p' = (1 − p²)/√2, with solution p₀ = tanh(x/√2). This is the Ising wall. Its gradient energy equals its local energy, so

F_I = ∫ p'² dx = ∫₋₁¹ (1 − p²)/√2 dp = 2√2/3 ≈ 0.9428.

**What the second-derivative check measures**

At the Ising wall the second variation splits into two blocks. Write y = x/√2, so p₀² = 1 − sech²y. The blocks are

L_p = −d²/dx² + 3p₀² − 1,
L_q = −κd²/dx² + g − r − g sech²y.

Differentiating the equation for p₀ gives L_p p₀' = 0. This is translation of the wall. As p₀' has no node, zero is the lowest eigenvalue of L_p, and any instability must come from L_q.

Try φ = sech^s y. Since dφ/dy = −s tanh y φ,

d²φ/dy² = (s² tanh²y − s sech²y)φ = [s² − s(s + 1)sech²y]φ.

With d²/dx² = ½d²/dy²,

L_q φ = [g − r − ½κs² + (½κs(s + 1) − g)sech²y]φ.

The position-dependent part disappears if s(s + 1) = 2g/κ, that is

s = ½[−1 + √(1 + 8g/κ)].

Inserting g = ½κs(s + 1) in the constant part leaves

ω₀ = ½κs − r.

The function φ has no node, so ω₀ is the lowest eigenvalue of L_q. The Ising wall is a saddle when

r > r_c = ½κs = g/(s + 1).

The last form shows the limits. For a stiff Bloch component, κ → ∞, s → 0 and r_c → g; the interval r_c < r < g closes. For κ → 0, s ≈ √(2g/κ) and r_c ≈ √(gκ/2) → 0. The local curvature at the wall centre is −r, so looking at that point alone would suggest instability for any r > 0. The threshold r_c is the price of confining q to the wall.

**Separating translation from instability**

For any wall in this model, differentiating both wall equations with respect to x shows that t = (p',q') is a null vector of the Hessian H. A check should therefore find one zero eigenvalue, and a Newton matrix would be singular without a condition on position.

Fix p(0) = 0. This does not hide an unstable direction. Let v have negative quadratic form ⟨v,Hv⟩, and let v_p(0) be its p component at the centre. Define

w = v − αt, α = v_p(0)/p'(0).

Then w respects the fixed point, and because Ht = 0 and H is symmetric, ⟨w,Hw⟩ = ⟨v,Hv⟩. Two different vectors of a negative subspace cannot give the same w, since their difference would be a multiple of t, with zero form. The number of negative directions is thus unchanged, provided p'(0) ≠ 0.

In a real crystal the lattice breaks continuous translation. The translation eigenvalue is then not zero, and it is negative if the wall sits at a maximum of the lattice barrier. Inspect the eigenvector: a pattern like (p',q') means that the wall wants to move, while a q pattern without a node at an Ising wall means that it wants to become Bloch-like.

**Choosing the optimizer and the displacement**

On a grid of step h, first discretize the energy:

F_h = Σ[(Δp)² + κ(Δq)²]/(2h) + hΣW.

Its derivative with respect to pᵢ, divided by h, is

R_p,i = −(pᵢ₊₁ − 2pᵢ + pᵢ₋₁)/h² + W_p,i,

and similarly for q with the factor κ. Differentiating R gives a symmetric Hessian consistent with the energy.

Newton's step Hd = −R seeks a stationary point of any kind. Its behaviour near the saddle can be seen by keeping one amplitude ε of the unstable mode:

ΔF = ½ω₀Nε² + ¼Bε⁴, N = ∫φ² dx, ω₀ < 0, B > 0.

The minima lie at ε*² = −ω₀N/B. Newton's update is ε minus the first derivative over the second. In terms of u = ε/ε*,

u_new = u − (u³ − u)/(3u² − 1) = 2u³/(3u² − 1).

In this one-amplitude model, u² < 1/5 gives |u_new| < |u|, and the iteration returns to the saddle. For u > 1/√3 the update is at least 1, its minimum being at u = 1, and the iteration then descends to the Bloch value. Between these limits the outcome is sensitive to the start. On the full wall p changes as well, which shifts the limits somewhat: a start with u a little below 1/√5 can already end at a Bloch wall. Breaking the symmetry is therefore not sufficient for plain Newton.

A safer step solves

(H + μI)d = −R,

with μ ≥ 0 raised until H + μI is positive definite and the energy does not rise beyond rounding. Positive definiteness gives R·d = −d·(H + μI)d < 0, so a sufficiently short step lowers the energy; raising μ shortens it.

The force threshold sets a minimum displacement. If φ has maximum 1, a displacement εφ with ε small compared with ε* produces a largest force on q of about |ω₀|ε. With threshold τ, a start with ε < τ/|ω₀| is declared converged at once, provided the force on p, which is of order gε², is also below τ. Near r_c, where |ω₀| is small, tighten τ or displace further.

The working sequence is as follows.

1. Relax the symmetric wall and compute its lowest Hessian modes.
2. If a Bloch mode is negative, release the symmetry, displace along plus and minus that mode, and descend.
3. Compute the modes again. Accept a minimum when no negative mode remains. A translation eigenvalue that is zero within numerical error may be disregarded. For an isolated wall, a clearly negative one means that the wall sits on a lattice barrier, so displace it along that mode and relax again. In a cell with two walls it can instead come from their mutual attraction, as described in the last section.
4. Also descend from a start with large q, even if step 1 found no negative mode. The reason appears below.

**Worked example**

Take κ = 1, g = 2, r = 1, b = 1.5, c = 0. Then

s = ½(−1 + √17) = 1.5616, r_c = 0.7808, ω₀ = 0.7808 − 1 = −0.2192.

The symmetric Newton run converges in 3 steps with q = 0. The lowest Hessian eigenvalue is −0.21922, in agreement with the formula; the next is the translational zero. Plain Newton from a small nonzero q also ends at the saddle, with largest |q| about 3 × 10⁻¹⁵.

Descent from the displaced saddle takes 7 accepted steps and reaches q(0) = +0.6096. The opposite displacement gives −0.6096. These two walls have opposite handedness and equal energy. The Bloch spectrum starts with 0 and 0.2199: no negative mode remains. With the position fixed, the lowest eigenvalue is again 0.2199.

The half-profile is

x = 0: p = 0, q = 0.610
x = 0.5: p = 0.238, q = 0.577
x = 1: p = 0.460, q = 0.490
x = 2: p = 0.785, q = 0.266
x = 4: p = 0.982, q = 0.043

The first integral explains the gentler slope at the centre. There q' = 0 and q² = 0.3716, so

½p'(0)² = 0.25 − 0.5(0.3716) + 0.375(0.3716)² = 0.116,

and p'(0) = 0.48, compared with 1/√2 = 0.71 for the Ising wall. The polarization does not rotate at constant magnitude: at the centre its magnitude is 61% of the domain value.

Adaptive collocation, a different discretization, gives energies 0.942809 for Ising and 0.892040 for Bloch. The relative change is

(0.892040 − 0.942809)/0.942809 = −5.4%.

The grid energy of the Bloch wall is 0.892036 at step 0.02. Halving the step to this value divides the energy error, measured against collocation, by 4.00, as expected for a second-order scheme.

For dimensions choose a = 2 × 10⁸ J m/C², P₀ = 0.40 C/m² and G = 5 × 10⁻¹¹ J m³/C². The length unit is √(2.5 × 10⁻¹⁹) m = 0.5 nm, and the energy unit is 0.16 × √0.01 J/m² = 16 mJ/m². The saddle has energy 15.1 mJ/m² and the Bloch wall 14.3 mJ/m². The central polarization is 0.6096 × 0.40 = 0.244 C/m².

**A closed-form wall for testing a solver**

For c = 0 try p = tanh kx and q = AS, with S = sech kx. Then p'' = −2k²S²p, while the first wall equation has right-hand side p(−S² + gA²S²). Thus

2k² = 1 − gA².

Also q'' = k²(1 − 2S²)q. The second equation, divided by q, is

κk²(1 − 2S²) = g(1 − S²) − r + bA²S².

Matching the constants and then the coefficients of S² gives

κk² = g − r,
bA² = g − 2κk² = 2r − g.

The coefficients must satisfy all three relations, so this is a special family. Its energy follows from F = ∫(p'² + κq'²)dx, with ∫S⁴dx = 4/(3k) and ∫S² tanh²(kx)dx = 2/(3k):

F = k(4/3 + 2κA²/3).

For κ = 1, g = 1.5 and r = 1.1, k² = 0.4, A² = 0.2/1.5 = 0.1333 and b = 0.7/0.1333 = 5.25. The formula gives 0.899492. The full sequence of saddle, displacement and descent gives 0.899487, with a largest profile error of 3 × 10⁻⁵ in units of P₀.

**Why a stable Ising wall does not settle the question**

The coefficient B decides how the Bloch wall appears. It can be found in closed form for κ = g, where s = 1, φ = sech y, N = 2√2 and r_c = g/2. Put p = p₀ + ε²u and q = εφ. There is no term linear in u alone, because p₀ is stationary. The terms of order ε⁴ are

½∫uL_p u dx + g∫p₀uφ² dx + ¼b∫φ⁴ dx.

A correction to the shape of q, orthogonal to φ and of order ε³, does not enter at this order because L_qφ = ω₀φ. Minimizing over u gives

L_p u = −g p₀ sech²y.

To solve it, use L_p(xp₀') = −2p₀'' = 2p₀ sech²y and xp₀' = y sech²y. Hence u = −½g y sech²y; adding p₀' would only shift the wall. At this u the first two terms combine to half the second:

½g∫p₀uφ² dx = −¼g²√2∫y tanh y sech⁴y dy = −√2g²/12,

where integration by parts gives ¼∫sech⁴y dy = 1/3. The last term is ¼b√2(4/3) = √2b/3. Their sum is ¼B, so

B = √2(4b − g²)/3.

If B > 0, the Bloch component grows continuously beyond the threshold:

q(0)² ≈ −ω₀N/B, ΔF ≈ −ω₀²N²/(4B).

For c = 0 this is the case at κ = g: the condition r² < b, taken at r = g/2, implies 4b > g². With κ = g = b = 1 and r = 0.51, ω₀ = −0.01 and B = √2. The predictions are q(0)² = 0.0200 and ΔF = −1.414 × 10⁻⁴; the full solution on the grid of step 0.02 gives 0.019995 and −1.423 × 10⁻⁴, where the last digit of each carries discretization error.

A positive sixth-order term permits B < 0 while the domains remain the lowest uniform states. Take κ = g = 1, r = 0.47, b = −0.5 and c = 1. Now ω₀ = +0.03, so the Ising wall passes its Hessian check. But B = −√2, and the amplitude energy has another stationary point at

ε² = −ω₀N/B = 0.03 × 2 = 0.06, ε = 0.245.

It is a maximum along ε. The full equations confirm three kinds of wall:

Ising minimum: q(0) = 0, F = 0.9428
Bloch saddle: q(0) = 0.255, F = 0.9441, lowest eigenvalue −0.055
Bloch minimum: q(0) = 0.936, F = 0.8518

The deepest of the three lies 9.7% below the Ising wall, yet no small displacement from the Ising wall finds it. The middle wall has a nonzero Bloch component and is still a saddle. A nonzero q therefore does not prove a minimum, and a clean Hessian does not prove the lowest minimum. Several large starts improve the search, but a finite number of them is no proof either.

**Limits when applying this to a supercell**

Far from the wall, the linearized equation κq'' = (g − r)q gives a decay length √[κ/(g − r)]. It is 1 unit, or 0.5 nm, in the main example, and it diverges as r approaches g. The switching component of an Ising wall approaches its domain value with decay length 1/√2 unit. At a Bloch wall it is also driven by q², whose decay length is half that of q; the longer of these two lengths then governs its tail. The spacing between walls must be many times the longer of √[κ/(g − r)] and 1/√2. A periodic cell normally contains two walls, and unstable modes can appear in nearly equal pairs. Displace both walls: one left undisplaced may still be close to the saddle when the force threshold is reached. The relative sign of the two displacements matters. Two walls also have a mode of relative translation, which widens one domain and narrows the other. In this model it is negative, without any lattice, when the walls attract, as two Ising walls and two Bloch walls with the same sign of q do. For the main example with walls 8 units apart, its eigenvalue is −0.034 for equal signs of q and +0.008 for opposite signs, and the energy per wall is 0.886 and 0.895 against 0.892 for an isolated wall. Following such a negative mode shrinks a domain; the remedy is a larger spacing.

The one-dimensional check covers states uniform along the wall. Likewise, a second-derivative calculation restricted to the periodicity of a cell cannot detect a modulation with a longer period. Stability against such patterns needs a larger cell or modes at nonzero in-plane wavevector. The numerical output below gives the single-wall spectra and energies used here.

Values computed for the example and the checks

```
All quantities are dimensionless unless a unit is shown
Main model kappa,g,r,b,c: (1.0, 2.0, 1.0, 1.5, 0.0)
Grid half-length, step: 16.0, 0.020
Mode power s, threshold r_c: 1.56155, 0.78078
Ising Newton steps, max |q|: 3, 0.0e+00
Ising lowest Hessian eigenvalues: [-0.21922  0.       0.84233  1.036  ]
Ising unstable eigenvalue, formula: -0.21922
Small-start Newton, final max |q|: 3.2e-15
Accepted descent steps to Bloch wall: 7
Bloch lowest Hessian eigenvalues: [0.      0.21991 0.9416  1.03853]
Pinned lowest eigenvalue, Ising/Bloch: -0.21922 / 0.21991
Central q of the two Bloch walls: 0.60960, -0.60960
Grid energy Ising/Bloch: 0.942803 / 0.892036
Collocation energy Ising/Bloch: 0.942809 / 0.892040
Bloch energy relative to Ising: -5.385 percent
Energy-error ratio on halving step: 4.000
Bloch profile x=0.0: p=0.00000, q=0.60960
Bloch profile x=0.5: p=0.23818, q=0.57686
Bloch profile x=1.0: p=0.45955, q=0.48977
Bloch profile x=2.0: p=0.78510, q=0.26581
Bloch profile x=4.0: p=0.98192, q=0.04334
Scale a: 2.00e+08 J m/C^2
Scale P0: 0.40 C/m^2
Scale G: 5.00e-11 J m^3/C^2
Length unit: 0.500 nm
Wall-energy unit: 16.000 mJ/m^2
Ising wall energy: 15.085 mJ/m^2
Bloch wall energy: 14.273 mJ/m^2
Bloch central polarization: 0.2438 C/m^2
Benchmark kappa,g,r,b: 1.00, 1.50, 1.10, 5.25
Benchmark k, A: 0.63246, 0.36515
Benchmark energy numerical/formula: 0.899487 / 0.899492
Benchmark largest profile error: 2.9e-05
Near-threshold model kappa,g,r,b,c: (1.0, 1.0, 0.51, 1.0, 0.0)
Near-threshold q(0)^2 numerical/theory: 0.019995 / 0.020000
Near-threshold energy change numerical/theory: -1.4229e-04 / -1.4142e-04
Coexistence model kappa,g,r,b,c: (1.0, 1.0, 0.47, -0.5, 1.0)
Coexistence B, predicted saddle amplitude: -1.41421, 0.24495
Ising minimum: q(0)=0.00000, F=0.942803, lowest nonzero eigenvalue=0.03000
Bloch saddle: q(0)=0.25477, F=0.944137, lowest nonzero eigenvalue=-0.05463
Bloch minimum: q(0)=0.93597, F=0.851765, lowest nonzero eigenvalue=0.13773
```
